# Jamming of dimers adsorbing irreversibly on a one-dimensional row

Dimers that land at random on an infinite row of sites, each filling two empty neighbouring sites for good, do not fill the row. If every empty pair is filled at the same constant rate \(k\) and the row is empty at \(t=0\), the fraction of filled sites is

\[
\theta(t)=1-\exp\!\left[-2\left(1-e^{-kt}\right)\right],\qquad \theta(\infty)=1-e^{-2}\approx 0.8647 .
\]

The remaining fraction \(e^{-2}\approx 0.1353\) consists of single empty sites with filled neighbours on both sides. No dimer fits there, so these vacancies stay empty for as long as the assumptions hold: adsorbed fragments neither move nor desorb, and nothing arrives that needs only one site. Coverage here counts sites. Each dimer fills two, so there are \(\theta/2\) dimers per site, or 0.4323 at saturation.

The difficulty is that the filling rate depends on pairs of empty sites, and the number of pairs does not follow from the number of empty sites. Let \(E_n(t)\) be the probability that \(n\) given consecutive sites are all empty, whatever the state of the sites beyond them. The row is uniform and starts uniform, so \(E_n\) does not depend on where the \(n\) sites lie. The coverage is \(\theta=1-E_1\).

A run of \(n\) empty sites is destroyed when a dimer lands on any pair that touches it. There are \(n-1\) pairs wholly inside the run. Both sites of such a pair are certainly empty, so together they contribute a loss \((n-1)kE_n\). Two more pairs straddle the ends, each with one site inside the run and one outside. A dimer can land there only if the outer site is empty too, which means that \(n+1\) consecutive sites are empty. Each end therefore contributes \(kE_{n+1}\). Nothing creates empty sites, so with the dimensionless dose \(\tau=kt\),

\[
\frac{dE_n}{d\tau}=-(n-1)E_n-2E_{n+1},\qquad E_n(0)=1,\qquad n\ge 1 .
\]

For \(n=1\) there are no inner pairs, and the equation reads \(dE_1/d\tau=-2E_2\): a site belongs to two pairs and can be filled through either.

Each equation refers to the next, so the set never closes, but it can be solved completely. The first term on the right is plain exponential decay, which is removed by defining

\[
F_n=e^{(n-1)\tau}E_n .
\]

The product rule gives

\[
\frac{dF_n}{d\tau}=e^{(n-1)\tau}\left[(n-1)E_n+\frac{dE_n}{d\tau}\right]
=-2e^{(n-1)\tau}E_{n+1}=-2e^{-\tau}F_{n+1},
\]

where the last step uses \(E_{n+1}=e^{-n\tau}F_{n+1}\). The factor \(e^{-\tau}\) is absorbed by the new variable \(s=1-e^{-\tau}\), for which \(ds=e^{-\tau}d\tau\). It runs from 0 to 1 as the dose runs from zero to infinity, and

\[
\frac{dF_n}{ds}=-2F_{n+1},\qquad F_n(0)=1 .
\]

Integration gives \(F_n(s)=1-2\int_0^s F_{n+1}(s_1)\,ds_1\). The same formula can be inserted for \(F_{n+1}\), then for \(F_{n+2}\), and so on. Since \(m\) nested integrals of the number 1 give \(s^m/m!\), the result after \(M\) insertions is

\[
F_n(s)=\sum_{m=0}^{M-1}\frac{(-2s)^m}{m!}+R_M ,
\]

where \(R_M\) is \((-2)^M\) times an \(M\)-fold nested integral of \(F_{n+M}\). Because \(E_{n+M}\) is a probability, \(F_{n+M}\) lies between 0 and \(e^{(n+M-1)\tau}\) throughout the integration range. Hence

\[
|R_M|\le\frac{(2s)^M}{M!}\,e^{(n+M-1)\tau}
=e^{(n-1)\tau}\,\frac{\left(2s\,e^{\tau}\right)^M}{M!} .
\]

At any fixed dose the factorial outgrows the power, and the remainder vanishes as \(M\to\infty\). The sum becomes an exponential, the same for every \(n\):

\[
F_n=e^{-2s},\qquad
E_n(\tau)=e^{-(n-1)\tau}\exp\!\left[-2\left(1-e^{-\tau}\right)\right].
\]

No trial form was assumed, so this is the one solution whose members are probabilities. Setting \(n=1\) gives the stated coverage.

The solution also shows where the exponent 2 comes from. The ratio \(E_2/E_1=e^{-\tau}\) is the probability that a chosen neighbour of an empty site is empty as well. An empty site is therefore filled at the rate \(2e^{-\tau}\) per unit dose, one contribution from each side. This rate dies away as the neighbours fill, and its integral over all doses is finite:

\[
\int_0^\infty 2e^{-\tau}\,d\tau=2 .
\]

The chance of surviving a total hazard of 2 is \(e^{-2}\). Had the rate stayed constant, the integral would have diverged and every site would have been filled.

It remains to show that the surviving sites are isolated. The probability that a site is empty while both neighbours are filled follows by inclusion and exclusion. From \(E_1\) one subtracts the cases with the left neighbour empty and those with the right neighbour empty, each of probability \(E_2\), and adds back the cases with both empty, which were subtracted twice:

\[
E_1-2E_2+E_3=e^{-2s}\left(1-2e^{-\tau}+e^{-2\tau}\right)=e^{-2s}\left(1-e^{-\tau}\right)^2 .
\]

This tends to \(e^{-2}\), which is the whole of the remaining empty fraction, while \(E_2\) tends to zero. At \(\tau=1\) the isolated vacancies make up 0.113 of all sites, out of an empty fraction of 0.282. At \(\tau=4\) they make up 0.1353 out of 0.1404. At any finite dose \(E_2\) is still positive, so an infinite row always contains some open pairs and reaches saturation only as a limit.

These formulas can be compared with a solution that does not use the hierarchy. On a closed ring of 14 sites the probabilities of all configurations can be followed directly from the deposition rule. At \(\tau=1\) the ring has a coverage of 0.717546, equal to the infinite-row formula in all digits given. Random deposition on two long rings with 400,000 sites in total ends at a coverage of 0.8640, within 0.001 of \(1-e^{-2}\), with no two neighbouring sites left empty.

The last part of the filling is exponential. Subtracting the coverage from its limit gives

\[
\theta(\infty)-\theta(\tau)=e^{-2(1-e^{-\tau})}-e^{-2}
=e^{-2}\left[\exp\!\left(2e^{-\tau}\right)-1\right]\approx 2e^{-2}e^{-\tau},
\]

where the approximation holds for \(e^{-\tau}\ll1\). Solving the full expression for the dose that leaves a chosen deficit \(\delta\) gives

\[
\tau_\delta=-\ln\!\left[\tfrac12\ln\!\left(1+\delta e^{2}\right)\right],\qquad 0<\delta<1-e^{-2}.
\]

A mean-field treatment would miss the saturation. It replaces the pair probability \(E_2\) by \(E_1^2=(1-\theta)^2\), as if neighbouring sites were independent. With \(d\theta/d\tau=2E_2\) this becomes

\[
\frac{d\theta}{d\tau}=2(1-\theta)^2,\qquad \theta_{\rm mf}=1-\frac{1}{1+2\tau},
\]

which tends to full coverage. At small dose both laws begin as \(\theta\approx2\tau\), so the initial uptake does not tell them apart. At large dose the true \(E_2\) vanishes while \(E_1^2\) tends to \(e^{-4}\), and the mean-field law goes on filling pairs that do not exist.

The saturation value can also be found without any reference to time, and this second derivation gives the effect of row ends. Take an empty row of \(n\) sites with closed ends, and let \(V_n\) be the mean number of vacancies in its final state. The first dimer chooses each of the \(n-1\) pairs with equal probability. It leaves \(j\) empty sites on one side and \(n-2-j\) on the other, and these two shorter rows fill independently because no pair joins them. Averaging over the first position gives

\[
V_n=\frac{1}{n-1}\sum_{j=0}^{n-2}\left(V_j+V_{n-2-j}\right)=\frac{2}{n-1}\sum_{j=0}^{n-2}V_j,
\qquad V_0=0,\quad V_1=1,
\]

for \(n\ge2\). The two parts of the sum are equal because they contain the same terms in opposite order. Multiplying by \(n-1\) and subtracting the same relation for \(n-1\) removes the sum:

\[
(n-1)V_n-(n-2)V_{n-1}=2V_{n-2}.
\]

At \(n=2\) this also holds, since \(V_2=0\). Let \(d_n=V_n-V_{n-1}\) be the number of vacancies added by lengthening the row by one site. Putting \(V_n=V_{n-1}+d_n\) on the left gives \((n-1)d_n+V_{n-1}=2V_{n-2}\), and then \(V_{n-1}=V_{n-2}+d_{n-1}\) gives

\[
(n-1)d_n+d_{n-1}=V_{n-2}.
\]

Subtracting this relation with \(n\) lowered by one, whose right side is \(V_{n-3}\), leaves \(d_{n-2}\) on the right:

\[
(n-1)d_n+d_{n-1}-(n-2)d_{n-1}-d_{n-2}=d_{n-2}.
\]

Collecting terms,

\[
(n-1)\left(d_n-d_{n-1}\right)=-2\left(d_{n-1}-d_{n-2}\right),\qquad n\ge3 .
\]

The starting values are \(d_1=1\) and \(d_2=-1\), so \(d_2-d_1=-2\). Each later difference is the previous one times \(-2/(n-1)\), which gives \(d_n-d_{n-1}=(-2)^{n-1}/(n-1)!\). Adding these differences to \(d_1\),

\[
d_n=\sum_{m=0}^{n-1}\frac{(-2)^m}{m!}\;\longrightarrow\;e^{-2}.
\]

Each additional site of a long row adds \(e^{-2}\) vacancies on average. A second summation, in which the term of order \(m\) occurs in \(n-m\) of the numbers \(d_1,\dots,d_n\), gives

\[
V_n=\sum_{m=0}^{n-1}(n-m)\frac{(-2)^m}{m!}\simeq(n+2)e^{-2},
\]

since \(\sum_m m(-2)^m/m!=-2e^{-2}\). The approach is fast. For \(n=7\) the mean is 1.2222 and the long-row form gives 1.2180; for \(n=10\) the two are 1.62399 and 1.62402. The value for \(n=7\) was also confirmed by averaging over all 720 orders in which its six pairs can be tried.

The bulk value found in this way must agree with that of the infinite row, because the influence of an end does not reach far. Only the first attempt at each pair matters, since after it the pair is no longer empty. Whether that attempt succeeds depends only on neighbouring pairs tried earlier, whose success depends on pairs tried earlier still. For an end to affect a site \(m\) pairs away, the first attempts must have occurred in strict order along those \(m\) pairs, and the probability of that is \(1/m!\).

The ends add \(2e^{-2}\), or about 0.27, vacancies per row, and the final coverage of a long finite row is \(1-(1+2/n)e^{-2}\). Sites blocked at random before deposition act in a similar way. If each site is initially usable with probability \(q\), then \(E_n(0)=q^n\), and the same repeated integration gives

\[
F_n=\sum_{m=0}^{\infty}q^{n+m}\frac{(-2s)^m}{m!}=q^n e^{-2qs}.
\]

Of the usable sites, a fraction \(e^{-2q}\) then stays empty. For a small blocked fraction \(p=1-q\) this is about \((1+2p)e^{-2}\), which matches the finite-row result with one blocked site for every \(n\) sites.

As an example, consider a pulse of ammonia on Si(001) at a temperature where the molecule splits into NH\(_2\) and H, which bind to two dangling bonds. The surface atoms form dimers arranged in rows, and each row has two edges, along which the dangling bonds are spaced by about 0.384 nm. (These silicon dimers belong to the surface and are not the adsorbing species.) The model lets a molecule take two neighbouring bonds along one edge and ignores the other edge. All inputs are rough typical values: an ammonia pressure of \(10^{-3}\) Torr, a gas temperature of 300 K, a surface at 400 K, an initial sticking probability \(S_0=1\), and a pulse of 0.010 s in a cycle of 10 s.

The number of molecules that strike unit area per unit time is, in any coherent set of units,

\[
\Phi=\frac{P}{\sqrt{2\pi m k_{\rm B}T_{\rm gas}}}=4914\ \text{nm}^{-2}\,\text{s}^{-1}
\]

for a molecular mass of 17.03 u. Each dangling bond occupies an area \(a^2=(0.384\ \text{nm})^2=0.1475\ \text{nm}^2\), and along an edge there is one pair per site. On the empty surface the number of adsorption events per site and unit time is therefore \(k\), and it must equal \(S_0\Phi a^2\):

\[
k=4914\times0.1475\ \text{s}^{-1}\approx725\ \text{s}^{-1},\qquad \tau=725\times0.010\approx7.25 .
\]

The coverage after the pulse is 0.8645, short of saturation by \(1.9\times10^{-4}\) of all sites. A deficit of 0.001 needs \(\tau=5.605\), which is reached after 7.73 ms. The mean-field law gives 0.9355 for the same pulse and would suggest that a longer pulse could close the rest. In the model it cannot: the vacancies left at saturation have a density of \(e^{-2}/a^2=0.918\ \text{nm}^{-2}\), or \(9.18\times10^{13}\ \text{cm}^{-2}\). Their mean spacing along the edge is \(e^2=7.39\) sites, or 2.84 nm.

The pressure and the sticking probability set the time scale but not the saturation value. With a tenth of the sticking and the same pulse, the coverage would be only 0.643, and a pulse ten times longer would restore the original result. A higher pressure shortens the filling time in proportion.

On a real Si(001) surface the two edges do not fill independently. Ammonia can also split across a single surface dimer, taking one bond on each edge. When each surface dimer offers this channel at the same rate as one pair along an edge, simulated deposition saturates at 0.916. When the cross-dimer rate is ten times the edge rate, it saturates at 0.991. Only the ratio of the two rates matters for these values. With \(S_0=1\) the channels share the arriving molecules, so the edge rate is then lower than the \(k\) computed above. If the cross-dimer channel were infinitely faster, each surface dimer would take one molecule and no vacancy would remain. The value 0.865 is thus the limit in which cross-dimer adsorption is absent, not a prediction of the coverage measured for ammonia.

Other neglected effects also shift the saturation value. A molecule that is first weakly held, or attracted by fragments already present, may react more readily beside filled sites. If the rate there is three times that elsewhere, an illustrative choice, the saturation coverage of a single edge rises to 0.897; a factor of ten gives 0.930, more than the cross-dimer channel gives at equal rate. A terrace 50 nm long contains 130 sites along the edge, and its ends lower the coverage from 0.8647 to 0.8626.

Thermal motion limits how long the vacancies stay frozen in place. With an attempt frequency of \(10^{13}\ \text{s}^{-1}\) and a rough barrier of 1.7 eV for a fragment to hop along the edge into a neighbouring vacancy, counting both neighbours gives about \(8\times10^{-8}\) hops per vacancy in one cycle at 400 K. A barrier lower by 0.1 eV would raise this number about 18 times, which still leaves hops very rare. Desorption over a rough barrier of 2.0 eV is rarer still, with a probability of about \(6\times10^{-12}\) per adsorbed molecule and cycle. The same hopping estimate reaches one hop per cycle near 600 K. Since this temperature is proportional to the barrier, an error of 0.1 eV shifts it by about 35 K. Hops across a surface dimer, from one edge to the other, are not included; if their barrier is lower, vacancies begin to move at a lower temperature. With the same attempt frequency, a barrier of 1.2 eV gives one such hop per cycle near 430 K, and a barrier of 1.0 eV gives about 25 per cycle already at 400 K, so the frozen picture at 400 K depends on this barrier. Each hop moves a vacancy by one site, and two vacancies that meet form an open pair that a later pulse can fill. The closest vacancies are only three sites apart, with one filled pair between them, and can meet after two hops, one by H and one by NH\(_2\). Fragments on an edge cannot pass each other, so if only H moves along the edge an NH\(_2\) group always stays between two vacancies and they never meet. If both fragments hop with about the assumed barrier, the layer already begins to heal under repeated pulses at one hop per cycle. Those farther apart take longer, so the coverage rises gradually over many cycles. At temperatures where vacancies move many sites per cycle, or where NH\(_2\) decomposes further, the frozen saturation derived here no longer applies. The values used here are collected in the numerical output.

## Table of computed values

```
GENERAL RESULT
saturation coverage, formula: 0.864665
saturation vacancy fraction, formula: 0.135335
saturation coverage, simulation of 400000 sites: 0.8640
dimers per site at saturation: 0.4323
mean vacancy spacing: 7.389 sites
kt=0.5: coverage ring 0.544764, formula 0.544764, isolated vacancies 0.070479
kt=1.0: coverage ring 0.717546, formula 0.717546, isolated vacancies 0.112862
kt=2.0: coverage ring 0.822597, formula 0.822597, isolated vacancies 0.132635
kt=4.0: coverage ring 0.859615, formula 0.859615, isolated vacancies 0.135289
row of 3 sites: V_n 1.000000, (n+2)exp(-2) 0.676676
row of 4 sites: V_n 0.666667, (n+2)exp(-2) 0.812012
row of 5 sites: V_n 1.000000, (n+2)exp(-2) 0.947347
row of 7 sites: V_n 1.222222, (n+2)exp(-2) 1.218018
row of 10 sites: V_n 1.623986, (n+2)exp(-2) 1.624023
EXAMPLE INPUTS (rough typical values)
site spacing: 0.384 nm
ammonia partial pressure: 1.0e-03 Torr
ammonia molecular mass: 17.03 u
gas temperature: 300 K; surface temperature: 400 K
initial sticking probability: 1.0
pulse length: 0.010 s; cycle time: 10 s
terrace length along row: 50 nm
attempt frequency: 1e+13 1/s
hop barrier: 1.7 eV; desorption barrier: 2.0 eV
EXAMPLE RESULTS
impingement flux: 4914.5 per nm2 per s
adsorption rate per empty pair k: 724.7 1/s
dose kt of the pulse: 7.247
coverage after the pulse: 0.86447
deficit to saturation: 1.930e-04; leading term: 1.929e-04
probability that a given pair is still empty: 9.657e-05
dose kt for a deficit of 0.001: 5.605
time for that deficit: 7.73 ms
mean-field coverage after the pulse: 0.9355
vacancy density at saturation: 0.918 per nm2 = 9.18e+13 per cm2
mean vacancy spacing along the row: 2.84 nm
NEGLECTED EFFECTS
saturation with cross-dimer rate equal to k: 0.9156
saturation with cross-dimer rate 10 k: 0.9907
saturation with rate x3 beside filled sites: 0.8973 (simulation 0.8972)
saturation on a terrace of 130 sites: 0.8626
coverage after the pulse at a tenth of the sticking: 0.6434
hops per vacancy per cycle, upper estimate: 7.6e-08
desorption probability per dimer per cycle: 6.3e-12
surface temperature for one hop per cycle: 599 K
```
